Double exchange in a mixed-valence dimer with equal core spins

Two equivalent metal ions each carry a localized core spin of length s, and one further electron can sit on either ion. Let S₁ and S₂ be the core spins and σ the spin of the mobile electron, of length 1/2, all in units of ħ. The mobile electron has one orbital per site, orthogonal to the core orbitals. The Hamiltonian is

H = −t τx − J (n₁ S₁·σ + n₂ S₂·σ), with t > 0 and J > 0.

Here n₁ and n₂ are the occupations of the two sites by the mobile electron, so n₁ + n₂ = 1. The operator τx moves the electron to the other site and leaves every spin as it is; τz is +1 on site 1 and −1 on site 2. Positive J is Hund coupling, which favours parallel spins on a site. Spin-orbit coupling is left out. Core-core exchange, lattice motion and a second orbital are absent until parts (e) and (f).

**(a) Which total spins occur, and how many states of each are left when Hund coupling is strong?**

Solution. H contains only scalar products of spins and a spin-independent hop, so it conserves the total spin S and its projection M. Energies do not depend on M, so we fix M and count multiplets.

The core spins couple to S₁₂ = 0, 1, …, 2s. Adding σ gives S = S₁₂ ± 1/2. The total spin therefore runs over

S = 1/2, 3/2, …, 2s + 1/2.

Each S below the top value arises twice, from S₁₂ = S − 1/2 and from S₁₂ = S + 1/2. The top value arises once, from S₁₂ = 2s.

Now put the electron on site 1. The ion there has spin j = s + 1/2 or s − 1/2, and

S₁·σ = [j(j+1) − s(s+1) − 3/4]/2,

which equals s/2 for j = s + 1/2 and −(s+1)/2 for j = s − 1/2. The two Hund levels, −Js/2 and +J(s+1)/2, lie J(2s+1)/2 apart. If this splitting is much larger than t, the low states have j = s + 1/2 on the occupied site.

Coupling j = s + 1/2 to the other core spin s gives each S from 1/2 to 2s + 1/2 once. For each S and M there is thus one high-spin state u₁ for the electron on site 1, and likewise one state u₂ for site 2. They are spin states only; the full states are |1,u₁⟩ and |2,u₂⟩.

**(b) Find the overlap c = |⟨u₁|u₂⟩|.**

Solution. The operator

Pᵢ = (s + 1 + 2Sᵢ·σ)/(2s + 1)

is 1 on high-spin states of site i, since s + 1 + s = 2s + 1, and 0 on low-spin states, since s + 1 − (s + 1) = 0. It is the projector on high spin.

Take S below its top value. In the two-dimensional spin space of part (a), each projector keeps one state, so Pᵢ = |uᵢ⟩⟨uᵢ|. The eigenvalues a and b of P₁ + P₂ follow from two traces:

a + b = Tr(P₁ + P₂) = 2,

a² + b² = Tr(P₁ + P₂)² = 1 + 1 + 2 Tr(P₁P₂) = 2 + 2c².

Hence (a − b)² = 2(a² + b²) − (a + b)² = 4c², and the eigenvalues are 1 + c and 1 − c.

The same sum can be written with the total core spin:

P₁ + P₂ = [2s + 2 + 2(S₁ + S₂)·σ]/(2s + 1).

It is diagonal in S₁₂, because

(S₁ + S₂)·σ = [S(S+1) − S₁₂(S₁₂+1) − 3/4]/2.

For S₁₂ = S − 1/2, the bracket is S² + S − (S² − 1/4) − 3/4 = S − 1/2. For S₁₂ = S + 1/2, it is S² + S − (S² + 2S + 3/4) − 3/4 = −(S + 3/2). The eigenvalues of P₁ + P₂ are therefore

(2s + 2 + S − 1/2)/(2s + 1) = 1 + (S + 1/2)/(2s + 1),

(2s + 2 − S − 3/2)/(2s + 1) = 1 − (S + 1/2)/(2s + 1).

Comparison with 1 ± c gives

c = (S + 1/2)/(2s + 1).

At the top spin there is one spin state, so u₁ and u₂ coincide and c = 1. The formula gives the same value at S = 2s + 1/2.

**(c) Find the strong-Hund levels and their symmetry under exchange of the two sites. What does the result say about the direction of the splitting?**

Solution. To first order in t we diagonalize H within |1,u₁⟩ and |2,u₂⟩. Both diagonal elements are −Js/2. With the relative phase chosen so that ⟨u₁|u₂⟩ = c, the off-diagonal element is

⟨1,u₁| −tτx |2,u₂⟩ = −t⟨u₁|u₂⟩ = −tc.

A symmetric two-by-two matrix with equal diagonal elements has eigenvalues equal to the diagonal element plus and minus the off-diagonal one:

E = −Js/2 ± t (S + 1/2)/(2s + 1).

Each S has one level raised and one lowered by tc, so their separation is 2tc. The lower branch falls as S grows and favours parallel cores; the upper branch orders the spins the opposite way. The ground state has S = 2s + 1/2, although H contains no direct coupling between the cores. An electron that must stay parallel to the local core moves with its full amplitude t when the cores are parallel. For s = 0 the formula reduces to ±t, the ordinary one-electron bond.

For the symmetry, let X exchange the two core spins. It multiplies a state of core spin S₁₂ by (−1)^(2s−S₁₂). The vector u₁ + u₂ obeys

(P₁ + P₂)(u₁ + u₂) = (1 + c)(u₁ + u₂),

so by part (b) it has S₁₂ = S − 1/2, and X multiplies it by η = (−1)^(2s−S+1/2). Since X turns P₁ into P₂, it sends u₁ to a multiple of u₂, and this multiple must be η. Exchange of the sites also exchanges the electron's two positions, so it turns |1,u₁⟩ + |2,u₂⟩, the lower state, into η times itself. The upper state has the opposite sign. The parity of the lower state thus alternates with S. Reversing the sign of t interchanges the two states and leaves the set of energies unchanged.

The classical limit shows the geometry. Two long vectors of length s at an angle θ have a sum of length 2s cos(θ/2). With S close to this length, c tends to cos(θ/2). An electron spin along the first core is the spinor (1, 0), and one along the second is (cos(θ/2), sin(θ/2)). Their overlap is the same cosine.

**(d) Solve the model for any J > 0, and find when the strong-Hund formula fails.**

Solution. Take S below the top value. Let ρx, ρy, ρz be Pauli matrices in the two-dimensional spin space. A rank-one projector there has the form Pᵢ = (1 + mᵢ·ρ)/2 with a unit vector mᵢ. If φ is the angle between m₁ and m₂, then

c² = Tr(P₁P₂) = (1 + cos φ)/2 = cos²(φ/2).

Put the z axis along the bisector and write d = √(1 − c²) = sin(φ/2). Then m₁ = (d, 0, c) and m₂ = (−d, 0, c). Solving the definition of Pᵢ for the scalar product gives

Sᵢ·σ = [(2s+1)Pᵢ − (s+1)]/2 = −1/4 + [(2s+1)/4] mᵢ·ρ.

With Δ = J(2s+1)/4, half the Hund splitting, and τz selecting the sign of d, the Hamiltonian is

H = J/4 − tτx − Δ(cρz + dτzρx).

The product τxρz commutes with every term. In the last one, τx anticommutes with τz and ρz anticommutes with ρx, so the two signs cancel. Let p = ±1 be its eigenvalue. Since ρz² = 1, we may replace τx by pρz:

H − J/4 = −(pt + Δc)ρz − Δd τzρx.

The two operators on the right anticommute and have square 1, so cross terms drop out of the square:

(H − J/4)² = (pt + Δc)² + Δ²d² = Δ² + t² + 2ptΔc.

For each p there are two states. In this pair ρz and τzρx are traceless, because each anticommutes with the other, so both signs of the root occur:

E = J/4 ± √(Δ² + t² + 2ptΔc).

The top spin is separate. It has one spin state, with Sᵢ·σ = s/2, and its levels are −Js/2 ± t for any J.

For Δ much larger than t, the root is

Δ + ptc + t²/(2Δ) − (2tΔc)²/(8Δ³) = Δ + ptc + t²(1 − c²)/(2Δ),

up to terms of order t³/Δ². Since J/4 − Δ = −Js/2, the low levels are

E ≈ −Js/2 − ptc − t²(1 − c²)/(2Δ).

The choice p = +1 gives the lower branch. The correction comes from brief visits to low-spin ions. It lowers every spin except the top one, and so works against the ferromagnetic order of the levels. Between S − 1 and S, c² grows by 2S/(2s+1)², so the correction narrows the gap t/(2s+1) by t²S/[Δ(2s+1)²]. This is a fraction tS/[Δ(2s+1)] of the gap, which is less than t/Δ, so the spacing stays nearly equal, at t/(2s+1), while t is small beside Δ. The unevenness is largest when t is comparable with Δ. Because the root is symmetric in t and Δ, equal spacing returns for t much larger than Δ, but with the step Δ/(2s+1) = J/4. The displacement of a single level from −Js/2 can fail sooner: the correction is a fraction t(1 − c²)/(2Δc) of tc, which for low S and large s is small only if t(2s+1) is small beside Δ.

**(e) How do core exchange and lattice relaxation change the strong-Hund levels?**

Solution. First add K S₁·S₂ with K > 0, which favours antiparallel cores. With the electron on site 1, let j₁ = S₁ + σ. Within the multiplet j = s + 1/2, S₁ acts as g j₁, where

g = ⟨S₁·j₁⟩/[j(j+1)] = [s(s+1) + s/2]/[(s+1/2)(s+3/2)] = 2s/(2s+1).

Using S = j₁ + S₂, we find the first-order shift

K⟨S₁·S₂⟩ = K [s/(2s+1)] [S(S+1) − (s+1/2)(s+3/2) − s(s+1)].

It is the same with the electron on site 2. This exchange does not move the electron, so it has no off-diagonal element, and both levels of a given S shift equally.

The lower branch is now a falling line plus a rising parabola in S. As K grows, the top spin is first overtaken by its neighbour. Since S(S+1) changes by 2S in this step, with S = 2s + 1/2, the crossing is at

t/(2s+1) = K [2s/(2s+1)] (2s + 1/2), or K = t/[s(4s+1)].

Now set K = 0 and let an antisymmetric lattice coordinate x favour one site. Its energy is λx²/4 − (λx/2)τz. Without hopping, the minima are at x = ±1, and moving the electron to the other site at a fixed lattice costs λ, the reorganization energy. Measured from −Js/2, the lower adiabatic level is

E(x) = λx²/4 − R, with R = √(λ²x²/4 + t²c²).

Its slope is (λx/2)[1 − λ/(2R)]. At x = 0 we have R = tc, so the symmetric point is a minimum if 2tc > λ. If 2tc < λ, the minima have R = λ/2, which gives

x² = 1 − 4t²c²/λ²,

E = λ/4 − t²c²/λ − λ/2 = −λ/4 − t²c²/λ.

On a classical lattice the electron is then trapped, with more weight on one site than on the other. Quantum motion of the lattice lets it tunnel between the two minima, and quickly so unless the barrier at x = 0, which is (λ/4)(1 − 2tc/λ)², lies well above the zero-point energy. At a classical minimum the occupation difference is ⟨τz⟩ = (λx/2)/R = x. The energy depends on (S + 1/2)² = S(S+1) + 1/4, so trapped levels follow the pattern of an ordinary ferromagnetic exchange coupling. The law linear in S describes the symmetric geometry, not the relaxed energies of trapped states.

**(f) Evaluate the levels for s = 3/2, t = 0.3 eV and J = 1 eV, and find how far the neglected effects move them.**

Solution. The Hund splitting is 1 eV × 4/2 = 2 eV. The factor c is (S + 1/2)/4, so the shifts from −Js/2 are:

S = 1/2: c = 0.25, ±75 meV
S = 3/2: c = 0.50, ±150 meV
S = 5/2: c = 0.75, ±225 meV
S = 7/2: c = 1.00, ±300 meV

The lower levels are 75 meV apart, or 870 K. The top-spin separation is 0.6 eV, which corresponds to a wavelength of about 2.1 μm.

Finite Hund coupling changes this visibly. Here Δ = 1 eV, and for S = 5/2 the formula of part (d), measured from −Js/2 = −0.75 eV, gives

0.25 + 0.75 − √(1 + 0.09 + 2 × 0.3 × 0.75) = −0.241 eV.

This is 16 meV below the strong-Hund value, while S = 7/2 does not move. The corresponding shift for S = 1/2 is −39 meV.

For core exchange take K = 5 meV. It raises S = 7/2 by 11 meV and, at the given J, lowers S = 5/2 by 3 meV. The strong-Hund limit for a top-spin ground state is K = 0.3 eV/(1.5 × 7) = 28.6 meV. Diagonalizing the model at J = 1 eV lowers this limit to 21.3 meV, with the lattice held symmetric.

For the lattice take λ = 0.5 eV. In the strong-Hund limit, 2tc is 0.60 eV for S = 7/2, which stays symmetric, and 0.45 eV for S = 5/2, whose classical minimum lies at x = 0.44. The barrier between its two minima is only about 1 meV, far below the 25 meV zero-point energy of the 50 meV vibration used below, so this spin state is not really trapped. For S = 1/2 the classical minimum lies at x = 0.95, where the electron is almost localized, and the level relaxes from −75 to −136 meV. With the vibration quantized, the electron still tunnels between the two sites, which splits the lowest level by about 2 meV.

A second orbital on each site, 1 eV higher and reached from the lower orbital of the other site by a hop of 0.1 eV, lowers the levels by 4 to 8 meV when added alone at J = 1 eV.

Adding the separate shifts, with the classical lattice relaxation evaluated at J = 1 eV (−56, −18, −1 and 0 meV for S = 1/2 to 7/2), misses the combined gaps by up to about 10 meV. With the strong-Hund lattice shifts given above, the miss reaches about 15 meV. To treat all the effects together, the lattice coordinate was quantized with a vibrational quantum of 50 meV, and the Hamiltonian for each S was diagonalized with 40 oscillator states. The second orbital had the same Hund, core-exchange and lattice couplings as the first, with no hopping between the two upper orbitals. The lowest levels then lie above the S = 7/2 ground level as follows:

S = 5/2: 42 meV, instead of 75 meV
S = 3/2: 84 meV, instead of 150 meV
S = 1/2: 116 meV, instead of 225 meV

At 300 K, where kT is 26 meV, Boltzmann sums over all vibronic levels, with weight 2S + 1, put 83% of the dimers in S = 7/2 states, against 96% for the ideal levels. The four lowest levels alone would give 85%. The order of the spins survives, but the gaps above the ground level shrink to between about one half and three fifths of their ideal values.

The core spin and electron count are those of an Mn(IV)–Mn(III) pair, d³ and high-spin d⁴. The parameters are round model values; a hopping of a few tenths of an eV and a Hund splitting of about 2 eV are roughly the scale for manganese ions joined by oxygen. The value of K does not carry over to every compound. In many dimers with two oxo bridges, antiferromagnetic exchange is much stronger, the valences are trapped, and the ground state has S = 1/2. For such a compound K = 5 meV is far too small, and the model's top-spin ground state does not apply. The assumption that fails there is weak core exchange on a symmetric lattice: in the rigid model, K above 21 meV is already enough to remove S = 7/2 from the ground state.
